\section*{Zero occupation curvature and the empty defect level in charged supercells}

\section{Two answers for one defect level}

The vertical energy for adding an electron to an oxide defect can be read from the empty defect eigenvalue or from the difference of two total energies. If the functional is curved between integer electron numbers, the two answers generally differ, and a trap level placed in a gate-stack band diagram depends on which was used. A charged supercell adds a second discrepancy. In the model worked out below, the exchange fraction is chosen so that the isolated defect satisfies the equality, yet the raw values from a 12~\AA\ cell differ by 0.33~eV. An exchange fraction tuned to remove that raw difference would be fitted to the cell size.

Let $E(f)$ be the self-consistent energy when one defect spin-orbital $d$ contains $f$ electrons, $0\le f\le1$. The nuclei and all other occupations are fixed, while the orbitals and the electronic polarization of the host relax at each $f$. ``Frozen geometry'' thus means frozen nuclei, not frozen orbitals. Define
\begin{equation}
A_+=E(1)-E(0),
\end{equation}
which is minus the electron affinity of the initial charge state. The result is
\begin{equation}
E''(f)=0\ \text{for all }0<f<1
\quad\Longrightarrow\quad \varepsilon_d(0)=A_+ .
\label{eq:claim}
\end{equation}
It is assumed that the functional is smooth in the density matrix, that the solution follows one isolated level continuously, and that the effective potential does not jump as $f\to0^+$. If it does jump, $\varepsilon_d(0)$ must be replaced by the limit $\varepsilon_d(0^+)$. Atomic units are used in the algebra.

\section{The eigenvalue is the slope of the energy}

For each spin $\sigma$ the density matrix is $P^\sigma=\sum_{i\in\sigma} f_i|\phi_i\rangle\langle\phi_i|$. The generalized Kohn--Sham operator $F^\sigma$ is defined by the first variation of the energy,
\begin{equation}
\delta E=\sum_\sigma\mathrm{Tr}(F^\sigma\delta P^\sigma),\qquad
F^\sigma|\phi_i\rangle=\varepsilon_i|\phi_i\rangle .
\end{equation}
When $f_d=f$ changes, $P$ changes both through the occupation and through the orbitals. With a prime for $d/df$,
\begin{align}
E'(f)&=\langle\phi_d|F|\phi_d\rangle
+\sum_i f_i\left(\langle\phi_i|F|\phi_i'\rangle
+\langle\phi_i'|F|\phi_i\rangle\right)\nonumber\\
&=\varepsilon_d+\sum_i f_i\varepsilon_i
\left(\langle\phi_i|\phi_i'\rangle+\langle\phi_i'|\phi_i\rangle\right)\nonumber\\
&=\varepsilon_d+\sum_i f_i\varepsilon_i\frac{d}{df}\langle\phi_i|\phi_i\rangle
=\varepsilon_d(f).
\label{eq:janak}
\end{align}
The second line uses the eigenvalue equation and the Hermiticity of $F$; the last uses normalization. This is Janak's relation. Orbital relaxation is present in $E(f)$, but it does not contribute to the first derivative.

Host polarization drops out for the same reason. Let $\rho$ be the defect charge density and $\rho_p$ the charge induced in a uniform linear host of electronic dielectric constant $\epsilon_\infty$. Write $\langle\rho|v|\rho\rangle=\iint\rho(\mathbf r)v(\mathbf r-\mathbf r')\rho(\mathbf r')\,d\mathbf r\,d\mathbf r'$ with $v=1/r$. The electrostatic energy plus the elastic cost of polarizing the host is
\begin{equation}
\mathcal E=\frac12\langle\rho+\rho_p|v|\rho+\rho_p\rangle
+\frac{1}{2(\epsilon_\infty-1)}\langle\rho_p|v|\rho_p\rangle .
\end{equation}
Stationarity in $\rho_p$ requires $\rho+\rho_p+\rho_p/(\epsilon_\infty-1)=0$, hence $\rho_p=-(1-1/\epsilon_\infty)\rho$. Substitution gives
\begin{equation}
\mathcal E=\frac12\left[\frac{1}{\epsilon_\infty^2}
+\frac{\epsilon_\infty-1}{\epsilon_\infty^2}\right]\langle\rho|v|\rho\rangle
=\frac{1}{2\epsilon_\infty}\langle\rho|v|\rho\rangle .
\label{eq:screen}
\end{equation}
Because $\partial\mathcal E/\partial\rho_p=0$, the derivative of the reduced energy with respect to $P$ equals the derivative at fixed host polarization. Equation~\eqref{eq:janak} therefore holds with the screened energy. The added electron is screened by the electronic constant $\epsilon_\infty$, not by the larger static constant $\epsilon_s$, because the ions do not move. Ions that were relaxed around the initial charge nevertheless leave a fixed polarization charge $\rho_i$. Adding the cost $\langle\rho_i|v|\rho_i\rangle/[2(\epsilon_s-\epsilon_\infty)]$ and making the energy stationary in $\rho_p$ and $\rho_i$ at $f=0$ gives $\rho+\rho_p+\rho_i=\rho/\epsilon_s$ and $\rho_i=-(1-\epsilon_\infty/\epsilon_s)\rho$. With $\rho_i$ then frozen, $\rho+\rho_i$ replaces $\rho$ in Eq.~\eqref{eq:screen}. The model below has no ionic polarization, $\rho_i=0$.

\section{From curvature to addition energy}

Integrating Eq.~\eqref{eq:janak} gives
\begin{equation}
A_+=\int_0^1\varepsilon_d(f)\,df,\qquad E''(f)=\frac{d\varepsilon_d}{df}.
\end{equation}
If $E''$ vanishes throughout the interval, $\varepsilon_d$ is constant there. Continuity at the lower end makes the constant $\varepsilon_d(0)$, and the integral is $A_+=\varepsilon_d(0)$. This proves Eq.~\eqref{eq:claim}.

The size of a violation follows from an integration by parts:
\begin{align}
\int_0^1(1-f)E''(f)\,df
&=\left[(1-f)E'(f)\right]_0^1+\int_0^1E'(f)\,df\nonumber\\
&=-\varepsilon_d(0)+A_+ .
\label{eq:identity}
\end{align}
Since $\int_0^1(1-f)\,df=1/2$, the mismatch obeys $|A_+-\varepsilon_d(0)|\le\frac12\max|E''|$, and a constant curvature $C$ gives a mismatch $C/2$. The same steps with weight $f$ give
\begin{equation}
\varepsilon_d(1)-A_+=\int_0^1 fE''(f)\,df ,
\end{equation}
so zero curvature also makes the filled level of the final charge state equal to $A_+$.

Equation~\eqref{eq:identity} shows why the whole interval matters. Take $E''=c(f-\frac12)$, which vanishes at half occupation. Then
\begin{equation}
A_+-\varepsilon_d(0)=c\int_0^1(1-f)\left(f-\tfrac12\right)df
=c\left(\tfrac34-\tfrac12-\tfrac13\right)=-\frac{c}{12}.
\label{eq:twelfth}
\end{equation}
Zero curvature at one point is therefore insufficient. Conversely, $E''=c(\frac13-f)$ gives
\begin{equation}
c\int_0^1(1-f)\left(\tfrac13-f\right)df
=c\left(\tfrac16-\tfrac12+\tfrac13\right)=0 ,
\end{equation}
so the equality can hold while $E(f)$ is curved.

\section{What produces the curvature}

Consider a model with one occupied spin-up spectator orbital and a spin-down level that receives $f$ electrons. Let $\rho=\rho_{\rm core}-n$, with $n$ the electron density. The energy is
\begin{equation}
E=\sum_\sigma\mathrm{Tr}(hP^\sigma)
+\frac{1}{2\epsilon_\infty}\langle\rho|v|\rho\rangle
-\frac a2\sum_\sigma\iint
\frac{|P^\sigma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}
\,d\mathbf r\,d\mathbf r' ,
\label{eq:model}
\end{equation}
where $h$ contains the kinetic energy and a short-range well, and $a$ is the fraction of bare exchange. At fixed orbitals the terms quadratic in $f$ are the self-repulsion of the level and its exchange counterpart. With
\begin{equation}
J=\iint\frac{|\phi_d(\mathbf r)|^2|\phi_d(\mathbf r')|^2}
{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' ,
\end{equation}
they are $f^2J/(2\epsilon_\infty)$ and $-af^2J/2$. Hence
\begin{equation}
E''_{\rm fixed}=J\left(\frac1{\epsilon_\infty}-a\right).
\label{eq:fixed}
\end{equation}

To include relaxation, let $x$ denote independent orbital-rotation parameters, with $E(f)=\mathcal F(f,x(f))$ and $\mathcal F_x=0$. Then $E'=\mathcal F_f$. Differentiating the stationarity condition gives $\mathcal F_{xf}+\mathcal F_{xx}x'=0$, so
\begin{equation}
E''=\mathcal F_{ff}+\mathcal F_{fx}x'
=\mathcal F_{ff}-\mathcal F_{fx}\mathcal F_{xx}^{-1}\mathcal F_{xf}.
\label{eq:relax}
\end{equation}
At a minimum $\mathcal F_{xx}$ is positive definite, and relaxation lowers the curvature. Cancelling it requires $E''_{\rm fixed}>0$, that is, $a$ somewhat below $1/\epsilon_\infty$.

There is one case in which the curvature vanishes for every $f$. Freeze the spectator in the orbital it has at $f=0$ and set $a=1/\epsilon_\infty$. If $\phi_0$ is the lowest spin-down orbital at $f=0$, occupying it changes the operator to
\begin{equation}
F(f)=F(0)+\frac{f}{\epsilon_\infty}\left(\hat J-\hat K\right),
\end{equation}
where $\hat J$ and $\hat K$ are the Coulomb and exchange operators made from $\phi_0$. They satisfy $\hat J\phi_0=\hat K\phi_0$, so $\phi_0$ remains an eigenfunction with the same eigenvalue. It also remains the lowest, because for any $\chi$
\begin{equation}
\langle\chi|\hat J-\hat K|\chi\rangle=\frac12\iint
\frac{|\phi_0(\mathbf r)\chi(\mathbf r')-\chi(\mathbf r)\phi_0(\mathbf r')|^2}
{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'\ge0 .
\end{equation}
The level is constant and $E(f)$ is a straight line. Releasing the spectator leaves $E(0)$ and $\varepsilon_d(0)$ unchanged but can lower $E(1)$.

Zero curvature is a consistency condition, not a proof of accuracy. If an orbital is stretched by a factor $s$, $J$ becomes $J/s$, so Eq.~\eqref{eq:fixed} can become small because the state has spread out. The localization of the level must be inspected separately.

\section{Separate corrections in a charged supercell}

In a cubic cell of side $L$ with a uniform neutralizing background, the periodic kernel has zero average and satisfies
\begin{equation}
\nabla^2v_{\rm per}=-4\pi\left[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)
-\frac1{L^3}\right].
\end{equation}
Near the origin, subtracting $1/r$ removes the central delta function, and $\Delta v=v_{\rm per}-1/r$ obeys $\nabla^2\Delta v=4\pi/L^3$. Since $\nabla^2r^2=6$, cubic symmetry gives
\begin{equation}
\Delta v=-\frac{\alpha}{L}+\frac{2\pi r^2}{3L^3}+O(r^4/L^5),
\qquad \alpha=2.837297 .
\label{eq:kernel}
\end{equation}

Symmetry fixes the form of the quadratic term; the constant $\alpha$ is a lattice sum, evaluated in the program by Ewald's method.

Let the defect charge be $q=\int\rho\,d\mathbf r$, its dipole zero, and $Q_2=\int\rho r^2\,d\mathbf r$. Expanding $|\mathbf r-\mathbf r'|^2$ gives
\begin{equation}
\iint\rho(\mathbf r)\rho(\mathbf r')|\mathbf r-\mathbf r'|^2
\,d\mathbf r\,d\mathbf r'=2qQ_2 .
\end{equation}
To first order in $\Delta v$ the screened interaction therefore shifts the energy by
\begin{equation}
E_{\rm per}-E_{\rm iso}\simeq
-\frac{\alpha q^2}{2\epsilon_\infty L}
+\frac{2\pi qQ_2}{3\epsilon_\infty L^3}.
\label{eq:image}
\end{equation}
The exchange kernel is taken to be that of the isolated defect.

Adding electrons changes the charge as $q=q_0-f$, so $dq/df=-1$. Differentiating the leading term once and twice, and taking its difference between $f=1$ and $f=0$, gives
\begin{align}
\Delta\varepsilon_d(0)&=+\frac{\alpha q_0}{\epsilon_\infty L},
\label{eq:levelshift}\\
\Delta E''&=-\frac{\alpha}{\epsilon_\infty L},\\
\Delta A_+&=-\frac{\alpha}{2\epsilon_\infty L}
\left[(q_0-1)^2-q_0^2\right]
=\frac{\alpha(2q_0-1)}{2\epsilon_\infty L}.
\label{eq:addshift}
\end{align}
Here $\Delta$ means periodic minus isolated, so each shift is subtracted from the raw value. The spurious mismatch is
\begin{equation}
\Delta A_+-\Delta\varepsilon_d(0)=-\frac{\alpha}{2\epsilon_\infty L},
\label{eq:false}
\end{equation}
independent of $q_0$ and equal to half the spurious curvature, as Eq.~\eqref{eq:identity} requires. For $q_0=+1$ the level shifts by $\alpha/(\epsilon_\infty L)$ and the addition energy by half as much. For a neutral initial state, $q_0=0$, the level has no leading shift, while the addition energy shifts by $-\alpha/(2\epsilon_\infty L)$. Applying one common correction to both quantities fails in either case. In these formulas $q_0$ is the charge seen by the electronic screening. In a polar host whose ions were relaxed in the cell around the initial charge, the frozen $\rho_i$ is part of it, and $q_0$ must be replaced by $q_0\epsilon_\infty/\epsilon_s$. The level shift is then $\alpha q_0/(\epsilon_s L)$. For $q_0=+1$, $\epsilon_\infty=5$, $\epsilon_s=20$ and $L=12$~\AA\ the leading shifts of level and addition energy become $+0.17$ and $-0.17$~eV instead of $+0.68$ and $+0.34$~eV. The spurious mismatch of Eq.~\eqref{eq:false} is unchanged.

The constant part of $\Delta v$ does not deform the orbitals. The quadratic part does, but this changes the energy in second order, as $L^{-6}$. The remaining errors of level, addition energy and curvature thus start at $L^{-3}$.

If exchange is also evaluated with $v_{\rm per}$, its constant part adds $-\frac a2(-\alpha/L)f^2$ for the partly filled level. The leading curvature shift becomes $-(\alpha/L)(1/\epsilon_\infty-a)$, and the correction must match that choice. For an interface or a non-cubic cell, Eq.~\eqref{eq:image} must be replaced by the image energy of the actual dielectric geometry. The rule is unchanged: correct $A_+$ by its difference between the end points and the level by its derivative at $f=0$.

\section{A defect with $q=+1\to0$}

The example uses Eq.~\eqref{eq:model} with round parameters, a core charge $+2$, $\epsilon_\infty=5$ and the free-electron mass. The core charge varies as $e^{-r^2/c^2}$ with $c=0.5$~\AA. The well is $-V_0e^{-r^2/w^2}$ with $V_0=10$~eV and $w=1.5$~\AA. Energies are relative to the conduction-band edge. The orbitals are expanded in seven $s$-type Gaussians, and the last digits quoted below are specific to this basis. Overlap between periodic images is neglected. Defect--host exchange, wave-vector-dependent screening and lattice relaxation are left out.

For the isolated defect with a relaxed spectator, in eV:
\begin{center}
\begin{tabular}{ccccc}
$a$ & $\varepsilon_d(0)$ & $A_+$ & $A_+-\varepsilon_d(0)$ & $E''(1/2)$\\
0.00 & $-4.114$ & $-3.189$ & $0.925$ & $1.815$\\
0.10 & $-4.081$ & $-3.626$ & $0.455$ & $0.901$\\
0.20 & $-4.050$ & $-4.081$ & $-0.030$ & $-0.063$\\
0.40 & $-3.993$ & $-5.041$ & $-1.048$ & $-2.139$
\end{tabular}
\end{center}
The mismatch is close to half the midpoint curvature in each row: by Eq.~\eqref{eq:twelfth}, a slope $c$ of $E''$ changes the mismatch by only $-c/12$. Most of the change with $a$ is in $A_+$. At $f=0$ the spin-down operator contains no exchange, so the empty level depends on $a$ solely through the spectator density.

At $a=0.10$ and $f=1/2$, $J=9.745$~eV. Equation~\eqref{eq:fixed} gives $9.745(0.20-0.10)=0.974$~eV, whereas the relaxed curvature is 0.901~eV; relaxation contributes $-0.073$~eV. At $a=1/\epsilon_\infty=0.20$ the fixed-orbital part vanishes and the remaining $-0.063$~eV is relaxation. With the spectator frozen at this $a$, level and addition energy are both $-4.050$~eV. Releasing it produces the mismatch of $-0.030$~eV in the table.

The equality for the relaxed defect is reached at $a=0.1939$, where
\begin{equation}
\varepsilon_d(0)=A_+=-4.052\ \text{eV}=-0.1489\ \text{hartree}.
\end{equation}
The curvature is still not zero: it is $4.46$, $-2.55$ and $-11.51$~meV at $f=0.05$, $0.50$ and $0.95$. A parabola through these values, $E''=g+c(f-\frac12)+k(f-\frac12)^2$, has
\begin{align}
g&=-2.55\ \text{meV},\nonumber\\
c&=\frac{-11.51-4.46}{0.90}=-17.7\ \text{meV},\nonumber\\
k&=\frac{\frac12(4.46-11.51)+2.55}{0.45^2}=-4.8\ \text{meV}.
\end{align}
The weight $(1-f)$ multiplies these coefficients by $1/2$, $-1/12$ and $1/24$. The sum is $-1.28+1.48-0.20=0.00$~meV: the equality results from cancellation. If $a$ is instead chosen to make $E''(1/2)=0$, then $a=0.1936$ and the mismatch is 1.3~meV. The last two contributions, $1.48-0.20$~meV, account for it if the shape of the curve is taken as unchanged. Here the distinction is numerically small, but it separates a sufficient condition from an insufficient one.

The supercells use the value of $a$ for which the isolated equality holds. Raw and corrected energies in eV are:
\begin{center}
\begin{tabular}{ccccc}
$L$ (\AA) & raw $\varepsilon_d(0)$ & raw $A_+$ & corr. $\varepsilon_d(0)$ & corr. $A_+$\\
10 & $-3.243$ & $-3.636$ & $-4.060$ & $-4.045$\\
12 & $-3.376$ & $-3.708$ & $-4.057$ & $-4.048$\\
16 & $-3.543$ & $-3.795$ & $-4.054$ & $-4.050$
\end{tabular}
\end{center}
For $L=12$~\AA, $\alpha/(\epsilon_\infty L)=0.6809$~eV. Equations~\eqref{eq:levelshift} and~\eqref{eq:addshift} with $q_0=1$ give
\begin{align}
\varepsilon_d(0)&\simeq-3.3759-0.6809=-4.0568\ \text{eV},\nonumber\\
A_+&\simeq-3.7075-\tfrac12(0.6809)=-4.0480\ \text{eV}.
\end{align}
The raw mismatch of $-0.332$~eV shrinks to 0.009~eV. The tests confirm that the remainders for level, addition energy and curvature scale as $L^{-3}$ between 12 and 16~\AA. They can therefore be removed by extrapolation. Since $12^3:16^3=27:64$, the level becomes
\begin{equation}
\frac{64(-4.0541)-27(-4.0568)}{64-27}=-4.052\ \text{eV},
\end{equation}
in agreement with the isolated defect. The same combination of the addition energies, $-4.0504$ and $-4.0480$~eV, also gives $-4.052$~eV.

\section{Use in a defect calculation}

Compute $\varepsilon_d(0)$ and $A_+$ at the geometry of the initial charge state, correct each with its own image term, and adjust the functional until the corrected values agree. Afterwards evaluate $\varepsilon_d(f)$ at several intermediate occupations. The image term must be taken at the same $f$: in the cubic cell one subtracts $\alpha(q_0-f)/(\epsilon_\infty L)$, with $q_0$ replaced by $q_0\epsilon_\infty/\epsilon_s$ when the ions of a polar host were relaxed around the initial charge, because the value for $f=0$ used throughout would leave the spurious slope $-\alpha/(\epsilon_\infty L)$. An $L^{-3}$ remainder is still present; in the 12~\AA\ cell above it adds about 0.018~eV to the curvature at $f=1/2$. A curve that is flat after extrapolation in $L$ indicates zero curvature at the sampled occupations, whereas agreement of the end-point quantities alone does not. Both energies need the same potential reference. A constant shift $C$ of the one-electron potential changes both $\varepsilon_d(0)$ and $A_+$ by $C$; it cannot reveal itself in their mismatch, but it moves the trap relative to the band edges.

The resulting level is vertical. If the ions relax after capture and lower the final energy by $\lambda\ge0$, the relaxed addition energy is $A_+-\lambda$. The equality also loses its stated meaning if the followed level crosses another or merges with a host band, because $\varepsilon_d(f)$ then no longer describes one defect state. The numerical output gives further digits and the size of the residual errors.

\section*{Computed results}
\begin{verbatim}
Vacancy charge Z = 2 e, dielectric constant = 5.0
Well depth = 10.0 eV, well width = 1.50 angstrom
Core-charge width = 0.50 angstrom
Largest |dE/df - eigenvalue| = 2.2e-10 eV
Largest error of curvature integral = 2.7e-10 eV
Self-repulsion J (a=0.1, f=0.5) = 9.7448 eV
Fixed-orbital curvature (same orbital) = 0.9745 eV
Frozen spectator, a = 1/dielectric constant:
  largest |curvature| = 5.1e-11 eV
  empty level = -4.05035 eV
  addition energy = -4.05035 eV
  addition - level, spectator released = -0.03023 eV
Relaxed spectator, isolated defect (energies in eV):
  a, empty level, addition energy, addition-level, curvature(f=0.5)
  0.00 -4.1139 -3.1892 0.9246 1.8147
  0.10 -4.0812 -3.6260 0.4552 0.9010
  0.20 -4.0503 -4.0806 -0.0302 -0.0631
  0.40 -3.9932 -5.0413 -1.0480 -2.1392
Zero curvature only at f=0.5: a = 0.193609
  addition - level = 1.272 meV
Equality imposed: a = 0.193867
  empty level = -4.05219 eV = -0.148915 hartree
  addition energy = -4.05219 eV = -0.148915 hartree
  curvature at f=0.05, 0.50, 0.95 = 4.46, -2.55, -11.51 meV
  change with denser basis = 0.106 meV
Cubic Madelung constant = 2.837297
Supercells at the equality value of a (side in angstrom, rest eV):
  side, raw level, raw addition, raw addition-level, raw curvature
  10 -3.2431 -3.6363 -0.3933 -0.7889
  12 -3.3759 -3.7075 -0.3316 -0.6657
  16 -3.5434 -3.7951 -0.2516 -0.5057
  side, image term, corrected level, addition, curvature
  10 0.8171 -4.0602 -4.0449 0.0282
  12 0.6809 -4.0568 -4.0480 0.0153
  16 0.5107 -4.0541 -4.0504 0.0050
Remainder x side^3, ratio 12 to 16 angstrom (level, addition, curv.) = 1.0002, 1.0011, 1.0001
Initial-state energy shift, 16 angstrom cell:
  computed = -0.25713 eV
  monopole term = -0.25535 eV
  second-moment term = -0.00177 eV
\end{verbatim}
